\section*{Steady tunnelling of a crack through an embedded tensile layer}

\section{Confinement, thresholds and a chromium layer}

\subsection{Results carried over}

The layer has full thickness $h=2c$ and tension $\sigma$ normal to the crack. The solid around it has the same elastic constants and no initial stress, and $\bar E=E/(1-\nu^2)$. A long crack that spans the layer has the opening $\delta=(4\sigma/\bar E)\sqrt{c^2-y^2}$. It releases the energy $W=\frac12\sigma\int\delta\,dy$ per unit length, and the average release at its advancing front is $G_{\rm ss}=W/h=\pi\sigma^2h/4\bar E$. On the crack plane outside the crack the two in-plane normal stresses are equal,
\begin{equation}
s_{xx}=s_{yy}=\sigma\left(\frac{|y|}{\sqrt{y^2-c^2}}-1\right).
\label{eq:ahead}
\end{equation}
The fracture energy of the layer is $\Gamma$ and that of the surroundings is $\Gamma_{\rm s}$, both per unit area of crack.

\subsection{The side tips carry twice the average}

Consider a long crack of half-width $a<c$, which lies wholly inside the layer. The earlier solution applies with $c$ replaced by $a$, so
\begin{equation}
W(a)=\frac{\pi\sigma^2a^2}{\bar E}.
\end{equation}
If both side tips move outward by $da$, the new area per unit length is $2\,da$. The release at each side tip is therefore
\begin{equation}
G_{\rm side}(a)=\frac12\frac{dW}{da}=\frac{\pi\sigma^2a}{\bar E}.
\label{eq:side}
\end{equation}
Its average over $0<a<c$ is $\pi\sigma^2c/2\bar E=G_{\rm ss}$. The finished crack can be made by widening a slit from nothing or by running a front along the layer; the total energy is the same. At the interfaces, however, $G_{\rm side}(c)=\pi\sigma^2h/2\bar E=2G_{\rm ss}$.

The surroundings must therefore resist twice the release that drives the front. At the onset of growth $G_{\rm ss}=\Gamma$, and a crack that stops at the interfaces needs
\begin{equation}
\Gamma_{\rm s}\ge2\Gamma .
\label{eq:confine}
\end{equation}
This concerns straight growth into the surroundings. Peeling along the interfaces is excluded by the assumption of perfect bonding.

\subsection{A crack that enters the surroundings}

If condition (\ref{eq:confine}) fails, the half-width $a$ exceeds $c$. The face traction to be removed is then $\sigma$ for $|y|<c$ and zero for $c<|y|<a$. The side-tip release follows from the uniformly loaded crack by reciprocity.

Define the stress intensity factor $K$ by $s_{xx}\simeq K/\sqrt{2\pi r}$ at a small distance $r$ ahead of a tip. For a uniform load $p$ on $|y|<a$, equation (\ref{eq:ahead}) with $p$ and $a$ gives $s_{xx}\simeq pa/\sqrt{2ar}$, so $K_1=p\sqrt{\pi a}$. By equation (\ref{eq:side}) the release is $\pi p^2a/\bar E=K_1^2/\bar E$. The field near a tip is fixed by $K$, so $G=K^2/\bar E$ for other symmetric loads as well.

Apply the uniform load, with opening $\delta_1=(4p/\bar E)\sqrt{a^2-y^2}$, together with the layer load, with factor $K_2$. By Betti's theorem each load does the same work on the opening of the other. The energy of the pair is thus
\begin{equation}
W_{12}=W_1+W_2+\sigma\int_{-c}^{c}\delta_1\,dy .
\end{equation}
Differentiate with respect to $a$. Each $dW/da$ is $2K^2/\bar E$ with the appropriate factor, and for the pair the factors add, so the cross terms give
\begin{align}
\frac{4K_1K_2}{\bar E}
&=\sigma\int_{-c}^{c}\frac{4p}{\bar E}\frac{a}{\sqrt{a^2-y^2}}\,dy\nonumber\\
&=\frac{8p\sigma a}{\bar E}\arcsin\frac ca .
\end{align}
Division by $4K_1/\bar E$ leaves
\begin{equation}
K_2=2\sigma\sqrt{\frac a\pi}\,\arcsin\frac ca .
\end{equation}
With $s=a/c\ge1$ and $\theta=\arcsin(1/s)$ the side-tip release is
\begin{equation}
G_{\rm side}=\frac{4\sigma^2c}{\pi\bar E}\,s\,\theta^2 .
\label{eq:outside}
\end{equation}
It equals $2G_{\rm ss}$ at $s=1$, where $\theta=\pi/2$. Just outside the layer $\theta\simeq\pi/2-\sqrt{2(s-1)}$, so the release falls with infinite initial slope. A small penetration lowers it considerably, because the added crack area lies in material with no stress of its own to release.

The energy of the wider crack is $W(c)+\int2G_{\rm side}\,da$. Two integrations by parts, with $d\theta/ds=-1/(s\sqrt{s^2-1})$, give
\begin{align}
\int s\theta^2ds&=\frac{s^2\theta^2}{2}+\int\frac{s\,\theta}{\sqrt{s^2-1}}\,ds
\nonumber\\
&=\frac{s^2\theta^2}{2}+\theta\sqrt{s^2-1}+\ln s .
\end{align}
At $s=1$ the last line equals $\pi^2/8$. Multiplied by $8\sigma^2c^2/\pi\bar E$ this is $\pi\sigma^2c^2/\bar E=W(c)$, so the constants cancel and
\begin{equation}
W(a)=\frac{8\sigma^2c^2}{\pi\bar E}
\left[\frac{s^2\theta^2}{2}+\theta\sqrt{s^2-1}+\ln s\right].
\label{eq:wide}
\end{equation}

\subsection{Thresholds for steady growth}

A front that leaves a crack of half-width $a\ge c$ spends $2c\Gamma+2(a-c)\Gamma_{\rm s}$ per unit length. Steady growth is possible on energy grounds if, for some $a$,
\begin{equation}
W(a)\ge2c\Gamma+2(a-c)\Gamma_{\rm s}.
\label{eq:budget}
\end{equation}
When $\Gamma_{\rm s}\ge2G_{\rm ss}$, widening beyond $c$ costs at least as much as it yields, and the best choice is $a=c$. The threshold is then $G_{\rm ss}=\Gamma$, or
\begin{equation}
h_{\rm c}=\frac{4\bar E\Gamma}{\pi\sigma^2},\qquad
\sigma_{\rm c}=\sqrt{\frac{4\bar E\Gamma}{\pi h}} .
\label{eq:threshold}
\end{equation}

When the surroundings are as tough as the layer, $\Gamma_{\rm s}=\Gamma$, condition (\ref{eq:budget}) reads $W(a)/2a\ge\Gamma$, and the quantity to compare with $\Gamma$ is the largest value of $W(a)/2a$. At the maximum $a\,dW/da=W$. The left side is $8\sigma^2c^2s^2\theta^2/\pi\bar E$, so equation (\ref{eq:wide}) gives
\begin{equation}
\tfrac12s^2\theta^2=\theta\sqrt{s^2-1}+\ln s .
\end{equation}
There is one such point. The derivative of $a\,dW/da-W$ is $a\,d^2W/da^2$, which has the sign of $d(s\theta^2)/ds=\theta(\theta-2/\sqrt{s^2-1})$. This is negative because $\theta=\arctan(1/\sqrt{s^2-1})<1/\sqrt{s^2-1}$. The difference itself starts positive at $s=1$ and ends negative, since $W$ grows as $\ln s$ while $a\,dW/da$ tends to a constant.

Numerical solution gives $s=1.149$: the crack enters the surroundings by $0.074h$ on each side. There $W(a)/2a=1.039\,G_{\rm ss}$. Equal toughness thus lowers the critical thickness at fixed stress by about 4 percent, although condition (\ref{eq:confine}) is violated by a factor of two. The penetration adds 15 percent to the crack area and 19 percent to the released energy, so their ratio changes little. This is an energy balance for the finished crack; it does not construct the front that leads to it.

\subsection{A tensile chromium layer in low-stress chromium}

The stress of sputtered chromium depends on the deposition conditions, so a tensile layer can be buried in chromium of low stress. A close elastic match is then plausible if the two materials are similarly dense. Rough values for an example are $E=280$ GPa, $\nu=0.21$, $\sigma=1.5$ GPa, $h=1000$ nm and $\Gamma=10$ J/m$^2$. The plane-strain modulus is
\begin{equation}
\bar E=\frac{280}{1-0.21^2}\ {\rm GPa}=292.9\ {\rm GPa},
\end{equation}
and, if the layer tension is equal in all directions of its plane, the misfit strain is $(1-\nu)\sigma/E=0.79\times1.5/280=0.42$ percent. The maximum opening is
\begin{equation}
\delta_{\max}=\frac{2\times1.5\times1000}{292.9}\ {\rm nm}=10.2\ {\rm nm},
\end{equation}
about 1 percent of $h$, so the small-strain description is reasonable away from the tips. The mean opening is $\pi/4$ of this, 8.04 nm. Half the stress times the mean opening gives
\begin{equation}
G_{\rm ss}=\tfrac12(1.5\times10^9)(8.04\times10^{-9})\ {\rm J/m^2}
=6.03\ {\rm J/m^2},
\end{equation}
or 37.7 eV/nm$^2$. This is below $\Gamma$, so a long crack does not keep running. For a confined crack the thresholds are
\begin{align}
h_{\rm c}&=\frac{4(292.9\times10^9)(10)}{\pi(1.5\times10^9)^2}\ {\rm m}
=1.66\ \mu{\rm m},\\
\sigma_{\rm c}&=\sqrt{\frac{4(292.9\times10^9)(10)}{\pi\times10^{-6}}}\ {\rm Pa}
=1.93\ {\rm GPa},
\end{align}
the first at the given stress and the second at the given thickness.

The surroundings are the same metal, and equal toughness is the more natural choice. The critical thickness then becomes $1.66/1.039=1.60\ \mu$m. At $h=1000$ nm the side tips of a finished crack would carry $2G_{\rm ss}=12.1$ J/m$^2$, more than $\Gamma$. Solving $G_{\rm side}=\Gamma$ with equation (\ref{eq:outside}) gives $s=1.011$, so they come to rest about 6 nm outside the layer. A crack already present can thus widen slightly although its front does not advance.

\subsection{Size of the neglected effects}

\paragraph{Elastic mismatch.} Suppose the layer is 10 percent softer than its surroundings, with $\nu$, $\sigma$ and $h$ held fixed. The opening was computed by finite elements in plane strain on a quarter of the cross-section. The mesh of four-node rectangles was graded towards the tip and extended to about $50c$, and the prestress of the layer was the load. The release rises by 7 percent relative to the matched case. An upper bound follows from the energy principle: $-W$ is the minimum of the strain energy minus $\sigma\int\delta\,dy$, and softening any part lowers that minimum. Softening the whole solid by 10 percent multiplies $W$ by $1/0.9$, so the rise cannot exceed 11.1 percent. If the misfit strain were held fixed instead, $\sigma^2$ would fall by the factor 0.81 and the release would drop by about 13 percent.

\paragraph{Crystal anisotropy.} With rough cubic constants $C_{11}=350$, $C_{12}=68$ and $C_{44}=100$ GPa, Young's modulus along a cube axis is
\begin{equation}
E_{100}=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}=328\ {\rm GPa}.
\end{equation}
It follows from setting the two lateral stresses to zero. Along a body diagonal a tension $t$ has normal and shear components $t/3$ on the cube axes. Adding the strains they cause along the diagonal gives
\begin{equation}
\frac1{E_{111}}=\frac1{3(C_{11}+2C_{12})}+\frac1{3C_{44}},
\end{equation}
or $E_{111}=249$ GPa. Putting these moduli into the isotropic formula at fixed stress changes the release by about $-15$ and $+12.5$ percent relative to $E=280$ GPa. These figures overstate the effect of a strong texture, because the opening of a crack depends on the other elastic constants too, including the shear stiffness, and not only on Young's modulus along its normal. With the same constants, the plane-strain anisotropic crack solution changes the release by only a few percent for crack normals along a cube axis, a face diagonal or a body diagonal.

\paragraph{Yielding.} Setting the stress in equation (\ref{eq:ahead}) equal to a rough flow stress of 5 GPa gives $|y|-c=14$ nm. This is only a rough length for the yielded zone, because yielding depends on all the stress components and the zone is not equally wide in all directions. It is small beside $h$, which supports the elastic value of $G_{\rm ss}$. It is not small beside the 6 nm penetration found above, so that penetration is not a reliable prediction.

\paragraph{A free surface.} At $10\ \mu$m from the middle of the layer, equation (\ref{eq:ahead}) gives a normal stress of 0.13 percent of $\sigma$ on the crack plane. A free surface there would have to cancel stresses of this order, so its effect on the release should be small.

\paragraph{Other cracks and short cracks.} On the mid-plane $y=0$ the function $\Phi$ of the first half is $\sigma(\sqrt{x^2+c^2}-x)$, and $s_{xx}=\Phi_x-x\Phi_{xx}$ becomes
\begin{equation}
s_{xx}=-\sigma\left[1-\frac{x^3}{(x^2+c^2)^{3/2}}\right]
\simeq-\frac{3c^2}{2x^2}\,\sigma\quad(x\gg c).
\end{equation}
A parallel crack thus lowers the tension that its neighbour can release, and the single-crack formula needs a spacing of many $c$. The length over which a short crack approaches the steady state has not been computed here.

\subsection{Use for real layers}

The least certain input is $\Gamma$, which depends on grain structure and impurities, and $h_{\rm c}$ is proportional to it. Columnar grains can offer an easy path through the layer and so break the assumption of one uniform toughness; halving $\Gamma$ in a confined layer halves $h_{\rm c}$. An error in stress enters squared: a stress 10 percent higher lowers $h_{\rm c}$ by 17 percent. Both outweigh the 4 percent due to penetration at equal toughness. Penetration matters more when the surroundings are the weaker material: for $\Gamma_{\rm s}=\Gamma/2$, equations (\ref{eq:budget}) and (\ref{eq:wide}) lower the critical thickness by about 15 percent.

An implementation needs the full thickness $h$, the stress normal to the crack before cracking, and $\bar E$. Keeping $h$ below $h_{\rm c}$ rules out steady tunnelling within this model if the layer is isolated and well bonded, the elastic constants are equal, and $\Gamma_{\rm s}\ge2\Gamma$. For $\Gamma_{\rm s}=\Gamma$ the limit is $h_{\rm c}/1.039$. For other toughness ratios below two, equation (\ref{eq:budget}) is to be evaluated with equation (\ref{eq:wide}).
